# Why raw quadrature weights over 1/r are not least-squares THC

## Question

I want to factorize the two-electron integrals of a small molecule by tensor hypercontraction (THC),

$$(pq|rs)\approx\sum_{PQ}X_p^PX_q^P\,Z_{PQ}\,X_r^QX_s^Q ,\qquad X_p^P=\varphi_p(\mathbf r_P).$$

I already have a molecular quadrature grid with points $\mathbf r_P$ and weights $w_P$. Writing both integrations as sums gives

$$Z_{PQ}=\frac{w_Pw_Q}{|\mathbf r_P-\mathbf r_Q|} .$$

Is this the least-squares THC core, or at least a good approximation to it? The elements with $P=Q$ are infinite, so I set them to zero, reasoning that they are few among many. The grid integrates the overlap matrix well, yet my Coulomb energy is poor. Is the diagonal to blame, and would a better value for it be enough?

## Answer

It is a different core. Yours discretizes the integral, whereas the least-squares core is fitted to integrals that are already known. On the same points the fitted core cannot have the larger total squared error, whatever you put on your diagonal. How much better it is depends on the grid. The diagonal is a large part of your trouble, but repairing it does not turn quadrature into a fit.

I use real orbitals, positive weights and atomic units, with $(pq|rs)=\iint\varphi_p\varphi_q(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\varphi_r\varphi_s(\mathbf r')\,d^3r\,d^3r'$.

### What the fit does

Treat each orbital pair $pq$ as one index. The exact integrals form a symmetric matrix $V$. Each grid point supplies a column $a_P$ with entries $\varphi_p(\mathbf r_P)\varphi_q(\mathbf r_P)$, and these columns form a matrix $A$. Any core then gives $T=AZA^T$.

The least-squares core minimizes $\|V-AZA^T\|^2$, the sum of squared errors over all $pqrs$. Under a change $\delta Z$ the first-order change is

$$-2\,\mathrm{tr}\!\left[\delta Z^T A^T(V-AZA^T)A\right].$$

It vanishes for every $\delta Z$ if

$$SZS=E,\qquad S=A^TA,\qquad E=A^TVA .$$

The sum over pairs in $S$ factorizes:

$$S_{PQ}=\sum_{pq}X_p^PX_q^PX_p^QX_q^Q=\Big(\sum_pX_p^PX_p^Q\Big)^2 .$$

A solution is $Z=S^+ES^+$, with $S^+$ the pseudoinverse. To see what it produces, write the singular-value decomposition $A=U\Sigma W^T$, keeping nonzero singular values. Then $S^+=W\Sigma^{-2}W^T$, and

$$AS^+A^T=U\Sigma W^TW\Sigma^{-2}W^TW\Sigma U^T=UU^T\equiv\Pi ,$$

the projector on the range of $A$. Therefore

$$T_{\rm fit}=AS^+A^TVAS^+A^T=\Pi V\Pi .$$

Since $\Pi A=A$, we have $A^T(V-\Pi V\Pi)A=0$, which confirms the stationarity condition. It also says that the fitted residual is orthogonal to every matrix $AMA^T$. The difference $T_{\rm fit}-T_{\rm raw}$ has this form, so there is no cross term in

$$\|V-T_{\rm raw}\|^2=\|V-T_{\rm fit}\|^2+\|T_{\rm fit}-T_{\rm raw}\|^2 .$$

The first term on the right is the limit set by the points; the second is the fault of the core. This proves the inequality for any finite diagonal. It concerns the total squared error in the chosen orbital basis: one integral, or one energy, may still come out better with the raw core by cancellation.

In exact arithmetic, weights play no part in the fitted tensor. Multiplying $a_P$ by a nonzero number $c_P$ leaves the range of $A$, and hence $\Pi$, unchanged, and dividing the core elements by $c_Pc_Q$ gives a core with the same $T_{\rm fit}$. If the columns of $A$ are linearly dependent, the core is not unique, and $S^+ES^+$ for the rescaled columns is in general a different core for the same tensor. Once small singular values are discarded, the scaling does matter, because it decides which directions are kept. A fitted $Z_{PQ}$ is thus a coefficient, not a sample of $1/r$, and it has no singular diagonal.

The price is that $E$ needs the integrals, or a density-fitted form of them, as input. In the latter case the fit approaches the density-fitted tensor and inherits its error. Your core needs no integrals at all.

### What the missing diagonal costs

The point value of $1/r$ at $r=0$ is infinite, but its integral over a small cell is finite. That finite contribution is what a zero diagonal discards. Its size can be found on a cubic lattice of spacing $h$, where $w=h^3$.

Take two smooth, localized densities $\rho,\rho'$ with rapidly decaying Fourier transforms, and define $f(\mathbf s)=\int\rho(\mathbf r)\rho'(\mathbf r+\mathbf s)\,d^3r$. Their repulsion is $I=\int f(\mathbf s)/s\,d^3s$. In the double lattice sum, group pairs of points by their separation $h\mathbf n$. The sum over the remaining position reproduces $f(h\mathbf n)$ with an error that vanishes faster than the powers of $h$ kept here. The sum without coincident points is then

$$Q=h^3\sum_{\mathbf n\ne0}\frac{f(h\mathbf n)}{hn}.$$

Split $1/s=\mathrm{erfc}(\alpha s)/s+\mathrm{erf}(\alpha s)/s$ with $\alpha=\kappa/h$, where $\kappa$ is a fixed number.

**Short-range part.** Only separations of order $h$ matter, so $f$ may be replaced by $f(0)$; the linear term in its expansion cancels by symmetry, leaving corrections of order $h^4$. Using $\int_0^\infty s\,\mathrm{erfc}(\alpha s)\,ds=1/(4\alpha^2)$, the integral is $4\pi f(0)/(4\alpha^2)=h^2f(0)\,\pi/\kappa^2$. The sum is $h^2f(0)\sum_{\mathbf n\ne0}\mathrm{erfc}(\kappa n)/n$.

**Long-range part.** The function $g(\mathbf s)=f(\mathbf s)\,\mathrm{erf}(\alpha s)/s$ is finite at the origin, with $g(0)=2\alpha f(0)/\sqrt\pi$. Leaving out that point removes $h^3g(0)=h^2f(0)\,2\kappa/\sqrt\pi$. For the complete sum, Poisson's formula gives

$$h^3\sum_{\mathbf n}g(h\mathbf n)=\int g\,d^3s+\sum_{\mathbf G\ne0}\hat g(\mathbf G),\qquad \mathbf G=2\pi\mathbf m/h .$$

The transform of $\mathrm{erf}(\alpha s)/s$ is $4\pi e^{-G^2/4\alpha^2}/G^2$. At these large $G$, multiplication by the smooth $f$ gives a factor $f(0)$ to leading order; the next term is odd in $\mathbf G$ and cancels in the sum. With $4\pi/G^2=h^2/(\pi m^2)$ and $G^2/4\alpha^2=\pi^2m^2/\kappa^2$, the extra terms are $h^2f(0)\sum_{\mathbf m\ne0}e^{-\pi^2m^2/\kappa^2}/(\pi m^2)$.

Subtracting both sums from both integrals yields

$$I-Q=C\,h^2\!\int\!\rho\rho'\,d^3r+O(h^4),$$

$$C=\frac{2\kappa}{\sqrt\pi}+\frac{\pi}{\kappa^2}-\sum_{\mathbf n\ne0}\frac{\mathrm{erfc}(\kappa n)}{n}-\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\kappa^2}}{\pi m^2}=2.8373 .$$

The splitting was arbitrary, so $C$ cannot depend on $\kappa$. The diagonal elements are indeed few, but their total effect falls only as $h^2$, while the quadrature of a smooth density converges much faster.

A Gaussian shows the size. For $\rho=(p/\pi)^{3/2}e^{-pr^2}$ one has $f(s)=(p/2\pi)^{3/2}e^{-ps^2/2}$, so

$$I=4\pi\Big(\frac p{2\pi}\Big)^{3/2}\int_0^\infty s\,e^{-ps^2/2}ds=\frac{4\pi}{p}\Big(\frac p{2\pi}\Big)^{3/2}=\sqrt{\frac{2p}\pi}.$$

With $p=1\ \mathrm{bohr}^{-2}$, $I=0.797885\ E_h$. At $h=0.2$ bohr the predicted deficit is $2.8373\times0.04\times(2\pi)^{-3/2}=0.00721\ E_h$; the actual deficit is $0.00719\ E_h$. At $h=0.4$ bohr it is $0.0286\ E_h$, about four times larger.

### Can a better diagonal rescue it?

On this lattice, $Z_{PP}=Ch^5$ restores the leading term, because $\sum_P Ch^5\rho\rho'\to Ch^2\int\rho\rho'$. For the Gaussian at $h=0.2$ bohr the error drops to $1.4\times10^{-5}\ E_h$. At $h=0.4$ bohr it is $2.2\times10^{-4}\ E_h$, sixteen times larger. So on this lattice the raw core is a legitimate quadrature that converges as $h^2$ with a zero diagonal and as $h^4$ with this one. It is still not a fit.

A molecular grid has no single $h$. A natural rule is to give each point the self-repulsion of a uniform ball of volume $w$ and radius $R=(3w/4\pi)^{1/3}$. Build the ball from shells, each feeling the charge inside it, and double the result to count both orders:

$$2\int_0^R4\pi r^2\,\frac1r\,\frac{4\pi r^3}{3}\,dr=\frac{32\pi^2R^5}{15}=\frac65\frac{w^2}{R},$$

since $w^2=16\pi^2R^6/9$. Thus $Z_{PP}=\frac65w^2/R$. On the cubic lattice this equals $1.934\,h^5$, or $1.934/2.837=68\%$ of the required value. The constant $C$ also absorbs the order-$h^2$ error of the sum over pairs of distinct points, which a self-term computed for one cell alone does not contain.

One can even ask for the best diagonal. Keep your off-diagonal part $T_{\rm off}$ and minimize the error of $T_{\rm off}+\sum_Pd_Pa_Pa_P^T$. Setting the derivative with respect to $d_P$ to zero gives

$$\sum_Q(a_P\!\cdot a_Q)^2d_Q=a_P^T(V-T_{\rm off})a_P .$$

This uses the exact integrals, so it is a diagnostic and not a quadrature rule. The error left over is beyond the reach of any diagonal.

### Water on four grids

I took water with O–H distances of 1.81 bohr and an angle of 104.5°, in the cc-pVDZ basis: 24 orbitals and 300 distinct pairs. Grids are labelled by radial × angular points per atom. They use PySCF's default radial scheme and atomic partitioning without pruning, and points with $w_P\sum_p\varphi_p(\mathbf r_P)^2<10^{-10}$ are left out. Errors are Frobenius norms relative to that of the exact integrals. The fitted column is evaluated as $\Pi V\Pi$, keeping singular values of the column-normalized $A$ above $10^{-7}$ of the largest; the explicit form $S^+ES^+$ is checked on the two smallest grids only, against such a projection with the coarser cutoff $10^{-4}$. The best diagonal is solved with a relative cutoff of $10^{-12}$, so its error is an upper bound on the true minimum.

| Grid | Points | Raw, zero | Raw, ball | Raw, best | Fitted |
|---|---|---|---|---|---|
| 4×14 | 166 | 0.492 | 0.468 | 0.379 | 0.125 |
| 7×14 | 290 | 0.189 | 0.114 | 0.100 | 0.0088 |
| 10×38 | 1118 | 0.065 | 0.017 | 0.0098 | $3\times10^{-15}$ |
| 20×50 | 2776 | 0.035 | 0.0088 | not computed | $2\times10^{-15}$ |

On the coarsest grid the fit wins by a factor of only 4, and neither core is usable: the fitted Coulomb energy is off by $1.6\ E_h$. On the second grid the factor is $0.189/0.0088\approx21$ at this cutoff. The singular values there show no gap, and the fitted error is not converged: it is 0.017, 0.0049 and 0.0038 for cutoffs $10^{-4}$, $10^{-10}$ and $10^{-13}$, so the factor ranges from about 11 to 50. Rotating the molecule against the grid axes shifts the fitted errors on these two grids by 10–15%. On the last two, the fitted error is rounding noise.

That last result is a matter of dimension. The numerical rank of $A$ is 280 on both grids, less than 300, yet nothing is lost, because some products are linearly dependent as functions. Count the relations by pairs of shells:

- The two p shells on oxygen give 9 mutual products but only 6 quadratic monomials: at least 3 relations.
- Each oxygen p shell with the d shell gives 15 products but only 10 cubic monomials: at least 5 relations, or 10 for both.
- For p shells on two atoms, with $z$ along the line joining them, $p_xp'_y=p_yp'_x$. There are four O–H shell pairs and one H–H pair: 5 relations.
- Likewise $d_{xz}p'_y=d_{yz}p'_x$ for the oxygen d shell with each hydrogen p shell: 2 relations.

These 20 relations lie in different shell pairs or were counted together, so the products span at most $300-20=280$ functions. The grid resolves all 280. A pair combination that vanishes at all its points is therefore zero everywhere and has no Coulomb integrals. Hence $V$ lies entirely in the range of $A$, and $\Pi V\Pi=V$. Your core, on the same points, still carries its discretization error.

To separate the singular kernel from ordinary quadrature error, integrate one electron analytically and put only the other on the grid:

$$(pq|rs)\approx\sum_Pw_P\,\varphi_p\varphi_q(\mathbf r_P)\int\frac{\varphi_r\varphi_s(\mathbf r)}{|\mathbf r-\mathbf r_P|}\,d^3r .$$

The potential is finite at every point. On the finest grid this gives an error of 0.0022, close to the 0.0023 of the overlap matrix and 16 times below your 0.035. There the point-to-point kernel, not the density quadrature, dominates your error. On the coarsest grid the one-sided error is already 0.33, so ordinary quadrature is a major fault too.

The 10×38 row shows the same division. The best diagonal lowers 0.065 to 0.0098, near the one-sided error of 0.0090. The closeness should not be read too literally: a diagonal with one free parameter per point can also absorb part of the ordinary quadrature error, and the one-sided formula puts only one of the two electrons on the grid. The ball value, which is not fitted, already gives 0.017, so the diagonal accounts for most of the damage there, but what remains is still far above the fitted error.

### Why your Coulomb energy suffers

For the fixed closed-shell Hartree–Fock density matrix $D$, the energies are $J=\frac12\sum D_{pq}D_{rs}(pq|rs)$ and $K=-\frac14\sum D_{pr}D_{qs}(pq|rs)$. At $P=Q$ all four orbitals are evaluated at one point, so both sums reduce to the squared density $n(\mathbf r_P)^2$:

$$\Delta J=\tfrac12\sum_PZ_{PP}\,n(\mathbf r_P)^2,\qquad \Delta K=-\tfrac14\sum_PZ_{PP}\,n(\mathbf r_P)^2=-\tfrac12\Delta J .$$

Exchange cancels half of the coincident repulsion, the same-spin half. A zero diagonal therefore loses Coulomb repulsion and exchange together, but the losses do not cancel.

On the finest grid the zero-diagonal errors are $-830\ \mathrm{m}E_h$ in $J$ and $+406\ \mathrm{m}E_h$ in $K$. The first is 1.8% of the exact $J=46.901\ E_h$, or $-2179$ kJ/mol. The one-sided formula on the same points is off by only $-9\ \mathrm{m}E_h$ in $J$. The size of the loss depends on grid details: it moves by about $20\ \mathrm{m}E_h$ when the molecule is rotated, and it is $-959$ and $-799\ \mathrm{m}E_h$ with Gauss–Chebyshev and Mura–Knowles radial grids of the same size. The ball diagonal changes them by $+593$ and $-296\ \mathrm{m}E_h$, in the derived ratio, and leaves $-237$ and $+110\ \mathrm{m}E_h$.

On the smaller 10×38 grid the ball error in $J$ was only $-161\ \mathrm{m}E_h$, although its Frobenius error was larger. That grid overcounts the electrons by 0.02, and its one-sided $J$ is $107\ \mathrm{m}E_h$ too high, an error of the sign that offsets the loss. With Gauss–Chebyshev or Mura–Knowles radial grids the reversal is absent: the ball error goes from $-697$ to $-278$ and from $-478$ to $-217\ \mathrm{m}E_h$. A single energy need not follow the total squared error.

If you have the integrals or a density-fitted form, keep your points and fit the core, but mind the conditioning. First divide each column $a_P$ by its length $\sqrt{S_{PP}}$. The eigenvalues of $S$ are the squares of the singular values of $A$, so inverting $S$ loses far more digits than inverting $A$; the same core can be written $Z=A^+V(A^+)^T$ and built from the singular-value decomposition of $A$. The optimality proved above holds for the untruncated pseudoinverse. With unnormalized columns and a coarse cutoff on the eigenvalues of $S$, the result can be worse than your raw core, and too fine a cutoff amplifies rounding error, so vary the cutoff and watch the error. If you want to avoid the fit, the one-sided formula removes the singularity, but it is no longer THC. The numerical check below covers the fit as a projection and the one-sided formula on all four grids, and the explicit $S^+ES^+$, with normalized columns, on the two smallest.

## Calculated quantities

```
Lattice constant C = 2.837297 (dimensionless)
Ball self-term coefficient = 1.934390 (dimensionless)
Gaussian exponent = 1.0 bohr^-2
Exact Gaussian self-repulsion = 0.797885 Eh
h = 0.4 bohr: punctured sum = 0.769279 Eh, measured C = 2.81584
  error punctured = -2.861e-02 Eh, with C diagonal = 2.180e-04 Eh
h = 0.2 bohr: punctured sum = 0.790692 Eh, measured C = 2.83196
  error punctured = -7.192e-03 Eh, with C diagonal = 1.356e-05 Eh
Water: OH = 1.81 bohr, angle = 104.5 degrees, cc-pVDZ
Orbitals = 24, distinct pairs = 300 (counts)
RHF energy = -76.026770 Eh
Exact Coulomb = 46.900977 Eh, exchange = -8.976106 Eh
Below: errors are relative Frobenius errors (dimensionless)
Grid 4 x 14 per atom: points = 166, pair rank = 161
  overlap error = 2.72e-01, one-sided quadrature error = 3.30e-01
  raw error: zero diagonal = 4.921e-01, ball diagonal = 4.675e-01
  fitted error = 1.25e-01, raw(zero)/fitted = 3.95e+00
  raw error with best possible diagonal = 3.790e-01
  Coulomb error, mEh: zero = -20841.758, ball = -19032.396, fitted = 1.59e+03
  exchange error, mEh: zero = 4703.522, ball = 3798.841, fitted = -2.57e+02
Grid 7 x 14 per atom: points = 290, pair rank = 235
  overlap error = 7.32e-02, one-sided quadrature error = 7.78e-02
  raw error: zero diagonal = 1.891e-01, ball diagonal = 1.140e-01
  fitted error = 8.80e-03, raw(zero)/fitted = 2.15e+01
  raw error with best possible diagonal = 1.001e-01
  Coulomb error, mEh: zero = -4326.033, ball = -1662.272, fitted = -4.80e+00
  exchange error, mEh: zero = 1657.079, ball = 325.198, fitted = -9.16e+00
Grid 10 x 38 per atom: points = 1118, pair rank = 280
  overlap error = 7.89e-03, one-sided quadrature error = 8.97e-03
  raw error: zero diagonal = 6.451e-02, ball diagonal = 1.683e-02
  fitted error = 3.01e-15, raw(zero)/fitted = 2.15e+13
  raw error with best possible diagonal = 9.760e-03
  Coulomb error, mEh: zero = -1309.724, ball = -161.199, fitted = 1.14e-10
  exchange error, mEh: zero = 701.134, ball = 126.872, fitted = -2.84e-11
Grid 20 x 50 per atom: points = 2776, pair rank = 280
  overlap error = 2.34e-03, one-sided quadrature error = 2.18e-03
  raw error: zero diagonal = 3.524e-02, ball diagonal = 8.750e-03
  fitted error = 2.44e-15, raw(zero)/fitted = 1.44e+13
  Coulomb error, mEh: zero = -829.862, ball = -236.894, fitted = 4.26e-11
  exchange error, mEh: zero = 406.397, ball = 109.913, fitted = -7.11e-12
Finest grid, zero diagonal: Coulomb error = -2178.80 kJ/mol
```
